# Why equal-mass collisions on a line give conductivity proportional to length

## Question

I have \(N\) point particles of equal mass \(m\) on a line of length \(L\), colliding elastically, with a hot wall at \(x=0\) and a cold wall at \(x=L\). I am asked to use "velocity exchange" to show that the thermal conductivity grows linearly with \(L\) at fixed density.

My attempt goes the other way. A particle travels about one spacing, \(1/n\), between collisions, so I took that as the mean free path \(\ell\). The kinetic estimate \(\kappa\sim n k_B \bar v\,\ell\), with \(\bar v\) a typical speed, then gives \(\kappa\sim k_B\bar v\), with no \(L\) in it. I can see that two equal masses swap velocities, but each particle is still trapped between its neighbours. How can heat cross the system as if the collisions were absent? And what does "conductivity" mean if it depends on the length?

## Answer

Your \(\ell\) is the distance a *particle* travels between collisions. The length that matters for heat is the distance over which a *velocity*, with its kinetic energy, survives. In this system that distance is the whole box.

### Setting and definitions

The walls have temperatures \(T_L>T_R\), and the density is \(n=N/L\). In one dimension the heat current \(J\) is a power, since there is no area to divide by. I define the conductivity through the wall temperatures,

\[
\kappa=\frac{J}{(T_L-T_R)/L}=\frac{JL}{T_L-T_R},
\]

where \(J\) is the long-time mean current. This is an effective conductivity of the whole system; the temperature profile below shows why it is not a local coefficient.

The walls need a rule. A particle that hits a wall at temperature \(T\) leaves with a fresh inward speed \(v\), independent of its arrival speed, drawn from

\[
p_T(v)=\frac{m v}{k_BT}\,e^{-mv^2/2k_BT},\qquad v>0 .
\]

The factor \(v\) is there because, in a gas at equilibrium, particles of speed \(v\) cross a given point at a rate proportional to \(v\) times their density.

### Step 1: the collision

Let the velocities be \(u_1,u_2\) before and \(w_1,w_2\) after, with particle 1 on the left. The common mass cancels from both conservation laws:

\[
w_1+w_2=u_1+u_2,\qquad w_1^2+w_2^2=u_1^2+u_2^2 .
\]

Collect each particle's terms on its own side:

\[
w_1-u_1=u_2-w_2,\qquad (w_1-u_1)(w_1+u_1)=(u_2-w_2)(u_2+w_2).
\]

If \(w_1=u_1\), then \(w_2=u_2\) and nothing has changed. Otherwise divide the second equation by the first to get \(w_1+u_1=u_2+w_2\), that is, \(w_1-w_2=u_2-u_1\). Adding this to momentum conservation gives \(2w_1=2u_2\), so

\[
w_1=u_2,\qquad w_2=u_1 .
\]

A collision requires \(u_1>u_2\). With unchanged velocities, particle 1 would pass through particle 2, which impenetrable particles cannot do. The exchange is therefore the physical solution.

### Step 2: follow the velocity

Just before the collision, velocity \(u_1\) sits on particle 1. Just after it, the same velocity sits on particle 2, at the same point. Plotted against time, the place where \(u_1\) is found continues as a straight line. Collisions of three particles at one instant have zero probability for random initial data, so each collision can be treated as a pair collision.

Between wall hits, the particles therefore occupy the positions of free lines \(x_i+v_it\), sorted from left to right. Your particles do stay trapped between their neighbours; the lines do not.

I checked this by following the collisions of 12 particles with random positions and velocities on an open line, at mean spacing 1 and for a time of 3 reduced units. After 15 collisions, the positions agreed with the sorted free lines to \(4\times10^{-15}\) spacings, which is rounding error. With the same initial data but alternating masses 1 and 3, the largest discrepancy was 1.7 spacings.

The heat current is also the same in both pictures. The energy to the right of a plane at \(x\) is the sum of \(\tfrac12mv^2\) over everything located there. Particles and lines give the same set of positions and velocities at each time, so they give the same energy beyond the plane and the same flow through it. Point particles matter here: they touch at a single point, so a collision does not carry energy over a finite distance.

### Step 3: include the walls

When a line reaches a wall, its velocity is replaced by a fresh one. Let the new line keep the old label. The system is then \(N\) independent walkers, each going from wall to wall without interruption. Their independence relies on the wall drawing each new speed without regard to the other particles.

Two averages over the emission law are needed. For the energy, put \(\varepsilon=mv^2/2\), so \(d\varepsilon=mv\,dv\) and \(p_T\,dv=e^{-\varepsilon/k_BT}\,d\varepsilon/k_BT\). This is a normalized exponential distribution with mean

\[
\langle\varepsilon\rangle_T=k_BT .
\]

It is \(k_BT\) rather than \(k_BT/2\) because fast particles are over-represented among those leaving a wall. For the crossing time we need the mean inverse speed, in which the factor \(v\) cancels:

\[
s_T\equiv\left\langle\frac1v\right\rangle_T
=\frac{m}{k_BT}\int_0^\infty e^{-mv^2/2k_BT}\,dv
=\frac{m}{k_BT}\cdot\frac12\sqrt{\frac{2\pi k_BT}{m}}
=\sqrt{\frac{\pi m}{2k_BT}} .
\]

### Step 4: the current

Consider one round trip of one walker. It takes energy \(\varepsilon_L\) from the hot wall and delivers it to the cold wall after a time \(L/v_L\). It then brings \(\varepsilon_R\) back in a time \(L/v_R\). The mean energy transferred from left to right is \(k_B(T_L-T_R)\), and the mean duration is \(L(s_L+s_R)\), where \(s_L\) and \(s_R\) are \(s_T\) at the two wall temperatures.

Over many round trips, the transferred energy divided by the elapsed time tends to the ratio of these means, by the law of large numbers applied to numerator and denominator separately. Finite means are enough. The variance of the crossing time is in fact infinite: \(\langle1/v^2\rangle\) contains \(\int dv/v\) near \(v=0\), which diverges logarithmically. Rare slow walkers make the convergence slower, but they do not change the limit.

Multiplying by the number of walkers gives

\[
J=\frac{N k_B(T_L-T_R)}{L(s_L+s_R)}
=\frac{n k_B(T_L-T_R)}{s_L+s_R}.
\]

At fixed \(n\), no length is left. A longer box makes each walker slower to return, but it contains proportionally more walkers. To make the temperatures explicit, write

\[
s_L+s_R=\sqrt{\frac{\pi m}{2k_B}}\left(\frac1{\sqrt{T_L}}+\frac1{\sqrt{T_R}}\right)
=\sqrt{\frac{\pi m}{2k_B}}\;\frac{\sqrt{T_L}+\sqrt{T_R}}{\sqrt{T_LT_R}} .
\]

Inserting this in \(\kappa=JL/(T_L-T_R)\) gives the required result:

\[
\boxed{\;\kappa=nL\,k_B\sqrt{\frac{2k_B}{\pi m}}\;
\frac{\sqrt{T_LT_R}}{\sqrt{T_L}+\sqrt{T_R}}\;}
\]

With \(n\), \(m\) and both wall temperatures fixed, \(\kappa\propto L\). The fixed density is essential. Since \(nL=N\), stretching the box at fixed \(N\) leaves \(\kappa\) unchanged: the current falls as \(1/L\), and the factor \(L\) in the definition compensates.

### Two limits

**Nearly equal wall temperatures.** Let both approach \(T\). Then \(\sqrt{T_LT_R}\to T\) and \(\sqrt{T_L}+\sqrt{T_R}\to2\sqrt T\), so the last fraction tends to \(\sqrt T/2\) and

\[
\kappa\to nLk_B\sqrt{\frac{k_BT}{2\pi m}} .
\]

The full expression is symmetric under exchange of \(T_L\) and \(T_R\). At fixed mean temperature, the first correction is therefore quadratic in the temperature difference.

**A very cold wall.** Use \(T_L-T_R=(\sqrt{T_L}-\sqrt{T_R})(\sqrt{T_L}+\sqrt{T_R})\) to write the current as

\[
J=nk_B\sqrt{\frac{2k_B}{\pi m}}\,\sqrt{T_LT_R}\,\left(\sqrt{T_L}-\sqrt{T_R}\right).
\]

At fixed \(T_L\) and \(n\), put \(b=\sqrt{T_R}\). The current varies as \(b(\sqrt{T_L}-b)\), whose derivative vanishes at \(b=\sqrt{T_L}/2\). Cooling the cold wall raises the current until \(T_R=T_L/4\); further cooling lowers it, and \(J\to0\) as \(T_R\to0\). The walkers then spend nearly all their time creeping back from the cold wall.

### What the conductivity means here

In the steady state, walkers cross a given plane in each direction at the rate

\[
\Phi=\frac{N}{L(s_L+s_R)}=\frac{n}{s_L+s_R}.
\]

A walker of speed \(v\) spends a time \(dx/v\) in an interval \(dx\). The right-movers therefore have density \(\Phi s_L\) and the left-movers \(\Phi s_R\), both independent of \(x\). The velocity density of the right-movers is \(\Phi p_{T_L}(v)/v\), which is half of a Maxwell distribution, so their mean \(mv^2\) is \(k_BT_L\). For the left-movers it is \(k_BT_R\). The kinetic temperature, defined by \(k_BT_{\rm in}=\langle mv^2\rangle\), is the weighted mean

\[
T_{\rm in}=\frac{s_LT_L+s_RT_R}{s_L+s_R}
=\frac{\sqrt{T_L}+\sqrt{T_R}}{1/\sqrt{T_L}+1/\sqrt{T_R}}
=\sqrt{T_LT_R}.
\]

The second form follows from \(s_T\propto1/\sqrt T\). The interior profile is flat, and the whole temperature drop occurs as jumps at the walls. Heat flows with no interior gradient, so Fourier's law does not hold locally. The linear growth of \(\kappa\) expresses a length-independent current in the language of a conductivity.

### Numbers

Take units with \(m=k_B=1\), a reference temperature \(T_0=1\) and spacing \(1/n=1\). The unit of \(\kappa\) is then \(k_B\sqrt{k_BT_0/m}\). Let \(T_L=2\) and \(T_R=1\). The mean inverse speeds are \(s_L=0.8862\) and \(s_R=1.2533\), so

\[
\Phi=\frac{1}{0.8862+1.2533}=0.4674,\qquad
J=\Phi\,(2-1)=0.4674 .
\]

The right-movers have density \(0.4674\times0.8862=0.4142\) and the left-movers \(0.4674\times1.2533=0.5858\). There are more left-movers because they are slower. The interior temperature is \(0.4142\times2+0.5858\times1=1.414\), as \(\sqrt{2\times1}\) requires.

The conductivity is \(\kappa=0.4674\,L\). I compared it with simulations that carry out the particle collisions themselves and make no use of the free lines:

| \(L=N\) | \(\kappa\), formula | \(\kappa\), simulated |
|---|---|---|
| 6 | 2.80 | 2.80 |
| 12 | 5.61 | 5.59 |
| 24 | 11.22 | 11.41 |

The largest deviation is 1.7% of the formula value, at \(L=24\). I take it to be sampling scatter, though I did not repeat the run to confirm that. The growth exponent between \(L=6\) and \(L=24\) is 1.01. At \(L=24\) the simulated temperatures of the left and right halves are both 1.42, in agreement with a flat profile. Six particles in a box of length 12 give \(\kappa=2.78\), against 2.80 for six particles in length 6, as expected at fixed \(N\).

A wall-temperature ratio of 2 is not a small difference. At the mean temperature 1.5, the small-difference formula gives \(\kappa/L=0.4886\), so the value 0.4674 lies about 4% below it.

### Where the argument stops

**Unequal masses.** Velocities are then not exchanged, and the straight lines break up. With alternating masses 1 and 3 and the same walls and density, the simulated current is about 0.16 at \(L=6\) and 0.09 at \(L=24\); the second value is uncertain by several percent. Part of the reduction from 0.467 is simply that heavy particles are slower. To separate this effect, suppose the two species passed freely through each other. Since \(J\propto m^{-1/2}\), the current would be \(0.4674\times\tfrac12(1+1/\sqrt3)=0.369\) at either length. The simulated currents are roughly 44% and a quarter of that, so the collisions now do impede the heat, and more so in the longer box. The conductivity still grows between these two lengths, with a two-point exponent between about 0.5 and 0.6. Two short boxes do not determine the law for large \(L\).

**Particles of finite size.** Equal-mass rods of length \(a\) still exchange velocities. Let \(x_i\) be the centre of the \(i\)-th rod and define \(x_i'=x_i-(i-\tfrac12)a\). Rods in contact, with \(x_{i+1}-x_i=a\), then have \(x_{i+1}'=x_i'\). The first rod touches the left wall at \(x_1=a/2\), or \(x_1'=0\), and the last touches the right wall at \(x_N=L-a/2\), or \(x_N'=L-Na\). The rods behave as point particles in a box of length \(L-Na\), so the energy passed between the walls per unit time is

\[
J=\frac{Nk_B(T_L-T_R)}{(L-Na)(s_L+s_R)} .
\]

This is the point-particle current multiplied by \(1/(1-na)\). The conductivity is larger by the same factor and remains linear in \(L\) at fixed \(n\) and \(a\). In this collision model, the linear law rests on the exchange of velocities, not on zero size.

**Real conductors.** In a crystalline nanowire, heat is carried mainly by lattice vibrations if the material is an insulator. The counterpart of this model is the ballistic regime, in which the wire is shorter than the mean free paths of those vibrations. In good bulk crystals at room temperature, these range very roughly from tens of nanometres to micrometres. In a thin wire, scattering at rough surfaces can shorten them to about the wire's diameter. The assumption that real wires break is that energy crosses without being scattered back. For a simple estimate, let scattering add a thermal resistance proportional to length, equal to the ballistic resistance at \(L=\ell_s\). The total resistance is then larger by the factor \(1+L/\ell_s\), and

\[
\kappa=\frac{\kappa_{\rm ballistic}}{1+L/\ell_s}.
\]

Within this estimate, \(\kappa\) is half the ballistic value at \(L=\ell_s\) and one eleventh of it at \(L=10\,\ell_s\), and it levels off for longer wires. Your kinetic estimate belongs to that last regime, with \(\ell_s\) as the free path. For equal masses on a line, collisions between particles contribute nothing to \(1/\ell_s\), which is why putting \(\ell=1/n\) failed.

The numerical output below gives the values to more digits.

## Computed results

```
Reduced units: k_B = m = T0 = 1, length unit = spacing at n = 1
wall temperatures TL, TR [T0]: 2.0, 1.0
density n [1/length unit]: 1.0
open line: particles 12, duration 3.0 [time unit]
open line: collisions, equal masses: 15
largest position error, equal masses [length unit]: 3.6e-15
largest position error, masses 1 and 3 [length unit]: 1.658
mean emitted energy, left wall [k_B T0]: 2.0000
mean emitted energy, right wall [k_B T0]: 1.0000
mean 1/v, left wall [1/speed unit]: 0.8862
mean 1/v, right wall [1/speed unit]: 1.2533
crossing rate each way [1/time unit]: 0.4674
heat current J, theory [power unit]: 0.4674
density of right-movers [1/length unit]: 0.4142
density of left-movers [1/length unit]: 0.5858
inner kinetic temperature, theory [T0]: 1.4142
kappa/L, theory [reduced]: 0.4674
small difference: mean T 1.50, TL-TR 0.01 [T0]
small difference: kappa/L by quadrature [reduced]: 0.488600
small difference: kappa/L limit formula [reduced]: 0.488603
N = 6, L = 6 [length unit]: J simulated 0.4662, kappa simulated 2.797, kappa theory 2.804 [reduced]
N = 12, L = 12 [length unit]: J simulated 0.4655, kappa simulated 5.586, kappa theory 5.609 [reduced]
N = 24, L = 24 [length unit]: J simulated 0.4752, kappa simulated 11.405, kappa theory 11.217 [reduced]
growth exponent of kappa, equal masses, L 6 to 24: 1.014
L = 24, simulated temperature, left half [T0]: 1.422
L = 24, simulated temperature, right half [T0]: 1.419
N = 6, L = 12: kappa simulated [reduced]: 2.777
masses 1 and 3, L = 6: J simulated [power unit]: 0.1624
masses 1 and 3, L = 24: J simulated [power unit]: 0.0864
two-point growth exponent, masses 1 and 3: 0.545
```
